# The split-off hole mass in narrow-gap zinc-blende semiconductors: a program that tests the result

```python
# Result under test: the split-off hole mass m_so of a zinc-blende crystal,
#   m/m_so = gamma1 - E_P*Delta / (3*Eg*(Eg + Delta)),
# and the reason why a six-band valence model gives m/m_so = gamma1 instead.
# Symbols: Eg = gap (Gamma6 - Gamma8), Delta = spin-orbit splitting,
# E_P = 2 m P^2/hbar^2 = Kane energy, gamma1 = Luttinger parameter at Gamma8,
# gamma1' = part of gamma1 not due to the lowest conduction band,
# E_Q, E_remote = coupling energy and position of a remote p-like set.
# Energies in eV from the Gamma8 edge, wave vectors in 1/angstrom.
import itertools
import numpy as np
from scipy import constants as const

T = const.hbar**2 / (2 * const.m_e) / const.e * 1e20   # hbar^2/2m, eV A^2

# Orbital angular momentum in the basis X, Y, Z and the Pauli matrices
EPS = np.zeros((3, 3, 3))
for p in itertools.permutations(range(3)):
    EPS[p] = np.linalg.det(np.eye(3)[list(p)])
L_ORB = -1j * EPS
PAULI = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
L_SIGMA = sum(np.kron(L_ORB[i], PAULI[i]) for i in range(3))


def spin_orbit(delta):
    """Valence spin-orbit term with Gamma8 at 0 and Gamma7 at -delta."""
    return delta / 3 * (L_SIGMA - np.eye(6))


def valence_direct(k, g1, g2, g3):
    """Spin-independent k^2 matrix in X, Y, Z for given band parameters."""
    k2 = k @ k
    mat = -6 * g3 * np.outer(k, k)
    for i in range(3):
        mat[i, i] = -(g1 + 4 * g2) * k[i]**2 - (g1 - 2 * g2) * (k2 - k[i]**2)
    return T * mat


def full_hamiltonian(k, eg, delta, ep, direct, eq=0.0, e_remote=50.0):
    """S, X, Y, Z and a remote p-like set, each with spin: 14 states."""
    orb = np.zeros((7, 7), dtype=complex)
    orb[0, 0] = eg + T * (k @ k)
    orb[1:4, 1:4] = valence_direct(k, *direct)
    orb[4:, 4:] = (e_remote + T * (k @ k)) * np.eye(3)
    orb[0, 1:4] = 1j * np.sqrt(ep * T) * k
    orb[1:4, 0] = orb[0, 1:4].conj()
    cross = 1j * np.sqrt(eq * T) * np.einsum('ijl,l->ij', np.abs(EPS), k)
    orb[1:4, 4:] = cross
    orb[4:, 1:4] = cross.conj().T
    ham = np.kron(orb, np.eye(2))
    ham[2:8, 2:8] += spin_orbit(delta)
    return ham


def folded_hamiltonian(k, eg, delta, ep, direct, e_fold):
    """Six-band model: conduction band eliminated at one energy e_fold."""
    orb = valence_direct(k, *direct) + ep * T * np.outer(k, k) / (e_fold - eg)
    return np.kron(orb, np.eye(2)) + spin_orbit(delta)


def edge_inverse_masses(ham, direction):
    """(m/m_so, mean m/m_hole over Gamma8) from numerical band curvature."""
    n = np.array(direction, dtype=float)
    n /= np.linalg.norm(n)
    e0 = np.linalg.eigvalsh(ham(0 * n))[:6]

    def curvature(q):
        return (np.linalg.eigvalsh(ham(q * n))[:6] - e0) / (T * q**2)

    q = 3e-4
    c = -(4 * curvature(q) - curvature(2 * q)) / 3
    return c[:2].mean(), c[2:].mean()


def split_off_formula(g1, eg, delta, ep):
    return g1 - ep * delta / (3 * eg * (eg + delta))


# Trace lemma on a random spin-independent symmetric matrix
rng = np.random.default_rng(7)
d_rand = rng.normal(size=(3, 3))
d_rand = d_rand + d_rand.T
d_spin = np.kron(d_rand, np.eye(2))
_, states = np.linalg.eigh(spin_orbit(1.0))
g7, g8 = states[:, :2], states[:, 2:]
third = np.trace(d_rand) / 3
assert np.allclose(g7.conj().T @ d_spin @ g7, third * np.eye(2), atol=1e-12)
assert abs(np.trace(g8.conj().T @ d_spin @ g8) / 4 - third) < 1e-12
assert np.abs(g7.conj().T @ d_spin @ g8).max() > 0.01   # k^2 coupling exists

# Inputs: gamma1, Eg, Delta, E_P. The two named sets are rough values.
CASES = {'InAs': (20.0, 0.42, 0.39, 21.0),
         'InSb': (35.0, 0.24, 0.81, 23.0),
         'wide-gap model': (5.0, 3.0, 0.10, 20.0)}
G2_REM, G3_REM = 0.2, 1.0       # chosen remote-band anisotropy parameters
E_REM, E_Q = 4.0, 15.0          # chosen remote set for the size estimate
DIRECTIONS = [(0, 0, 1), (1, 1, 0), (1, 1, 1), (1, 2, 4)]
K_TEST = 0.01
TOL = 2e-5                      # residual k^4 terms of the curvature

print(f'hbar^2/2m = {T:.4f} eV A^2')
print(f"remote parameters gamma2', gamma3' = {G2_REM}, {G3_REM}")
print(f'remote set: E_remote = {E_REM} eV, E_Q = {E_Q} eV')

for name, (g1, eg, delta, ep) in CASES.items():
    at_g8 = ep / (3 * eg)
    at_g7 = ep / (3 * (eg + delta))
    g1_rem = g1 - at_g8
    direct = (g1_rem, G2_REM, G3_REM)
    inv_so = split_off_formula(g1, eg, delta, ep)

    def eight(k):
        return full_hamiltonian(k, eg, delta, ep, direct)

    def fold_g8(k):
        return folded_hamiltonian(k, eg, delta, ep, direct, 0.0)

    def fold_g7(k):
        return folded_hamiltonian(k, eg, delta, ep, direct, -delta)

    def with_remote(k):
        # only the free-electron k^2 term is put in by hand here
        return full_hamiltonian(k, eg, delta, ep, (-1.0, 0.0, 0.0),
                                E_Q, E_REM)

    remote_shift = -2 / 3 * E_Q * delta / (E_REM * (E_REM + delta))
    for direction in DIRECTIONS:
        so_num, g1_num = edge_inverse_masses(eight, direction)
        assert abs(g1_num - g1) < TOL
        assert abs(so_num - split_off_formula(g1_num, eg, delta, ep)) < TOL
        # one folding energy for both edges is the cause of the failure
        so_six, g1_six = edge_inverse_masses(fold_g8, direction)
        assert abs(g1_six - g1_num) < TOL and abs(so_six - g1_num) < TOL
        so_cured, _ = edge_inverse_masses(fold_g7, direction)
        assert abs(so_cured - so_num) < TOL
        # remote denominators also change by Delta
        so_rem, g1_bare = edge_inverse_masses(with_remote, direction)
        expected = split_off_formula(g1_bare, eg, delta, ep) + remote_shift
        assert abs(so_rem - expected) < TOL

    # energy below the split-off edge at a finite wave vector along [001]
    e_so = np.linalg.eigvalsh(eight(np.array([0, 0, K_TEST])))[0]
    shift_full = -(e_so + delta) * 1e3
    shift_formula = T * K_TEST**2 * inv_so * 1e3
    shift_six = T * K_TEST**2 * g1 * 1e3
    assert abs(shift_full / shift_formula - 1) < 0.05   # k^4 terms remain

    print(f'{name}: gamma1 = {g1:.0f}, Eg = {eg:.2f} eV')
    print(f'  Delta = {delta:.2f} eV, E_P = {ep:.0f} eV')
    print(f'  Delta/Eg = {delta / eg:.3f}')
    print(f'  E_P/(3 Eg) = {at_g8:.2f}')
    print(f'  E_P/(3 (Eg+Delta)) = {at_g7:.2f}')
    print(f"  gamma1' = {g1_rem:.2f}")
    print(f'  correction to gamma1 = {inv_so - g1:.2f}')
    print(f'  m/m_so formula = {inv_so:.3f}, diagonalized = {so_num:.3f}')
    print(f'  m_so = {1 / inv_so:.4f} m')
    print(f'  six-band 1/gamma1 = {1 / g1:.4f} m')
    print(f'  m_so / six-band value = {g1 / inv_so:.2f}')
    if name in ('InAs', 'InSb'):
        masses = [1 / split_off_formula(g1 + a, eg, delta, ep + b)
                  for a in (-1, 1) for b in (-1, 1)]
        print(f'  m_so range, gamma1 +-1, E_P +-1 eV: '
              f'{min(masses):.3f} to {max(masses):.3f} m')
    print(f'  remote-set shift of m/m_so = {remote_shift:.3f}')
    print(f'  gamma1 of bare 14-band model = {g1_bare:.2f}')
    print(f'  so shift at k = {K_TEST} 1/A, 8-band: {shift_full:.2f} meV')
    print(f'    parabola with m_so: {shift_formula:.2f} meV')
    print(f'    parabola with 1/gamma1: {shift_six:.2f} meV')

print('all good')
```

Printed output:

```
hbar^2/2m = 3.8100 eV A^2
remote parameters gamma2', gamma3' = 0.2, 1.0
remote set: E_remote = 4.0 eV, E_Q = 15.0 eV
InAs: gamma1 = 20, Eg = 0.42 eV
  Delta = 0.39 eV, E_P = 21 eV
  Delta/Eg = 0.929
  E_P/(3 Eg) = 16.67
  E_P/(3 (Eg+Delta)) = 8.64
  gamma1' = 3.33
  correction to gamma1 = -8.02
  m/m_so formula = 11.975, diagonalized = 11.975
  m_so = 0.0835 m
  six-band 1/gamma1 = 0.0500 m
  m_so / six-band value = 1.67
  m_so range, gamma1 +-1, E_P +-1 eV: 0.075 to 0.094 m
  remote-set shift of m/m_so = -0.222
  gamma1 of bare 14-band model = 18.17
  so shift at k = 0.01 1/A, 8-band: 4.60 meV
    parabola with m_so: 4.56 meV
    parabola with 1/gamma1: 7.62 meV
InSb: gamma1 = 35, Eg = 0.24 eV
  Delta = 0.81 eV, E_P = 23 eV
  Delta/Eg = 3.375
  E_P/(3 Eg) = 31.94
  E_P/(3 (Eg+Delta)) = 7.30
  gamma1' = 3.06
  correction to gamma1 = -24.64
  m/m_so formula = 10.357, diagonalized = 10.357
  m_so = 0.0966 m
  six-band 1/gamma1 = 0.0286 m
  m_so / six-band value = 3.38
  m_so range, gamma1 +-1, E_P +-1 eV: 0.080 to 0.121 m
  remote-set shift of m/m_so = -0.421
  gamma1 of bare 14-band model = 33.44
  so shift at k = 0.01 1/A, 8-band: 3.96 meV
    parabola with m_so: 3.95 meV
    parabola with 1/gamma1: 13.33 meV
wide-gap model: gamma1 = 5, Eg = 3.00 eV
  Delta = 0.10 eV, E_P = 20 eV
  Delta/Eg = 0.033
  E_P/(3 Eg) = 2.22
  E_P/(3 (Eg+Delta)) = 2.15
  gamma1' = 2.78
  correction to gamma1 = -0.07
  m/m_so formula = 4.928, diagonalized = 4.928
  m_so = 0.2029 m
  six-band 1/gamma1 = 0.2000 m
  m_so / six-band value = 1.01
  remote-set shift of m/m_so = -0.061
  gamma1 of bare 14-band model = 3.72
  so shift at k = 0.01 1/A, 8-band: 1.90 meV
    parabola with m_so: 1.88 meV
    parabola with 1/gamma1: 1.90 meV
all good
```
